Dipole Relaxation of Linear Rotors with Speed-Preserving Collisions

A dilute solution contains polar linear molecules. Each is a classical rigid rotor with moment of inertia I and dipole along the unit vector u. Its angular velocity is perpendicular to u and has magnitude ω. Collisions are instantaneous and form a Poisson process with mean interval τ. A collision leaves u and ω unchanged, but turns the angular velocity to a random direction, uniformly distributed in the plane normal to u. The plane of rotation is thus forgotten while the speed is kept. This is the M-diffusion model.

The rotors are in equilibrium at temperature T, do not interact with one another, and feel no torque between collisions. The quantity sought is

C(t) = ⟨u(0)·u(t)⟩.

Two abbreviations are used throughout:

Γ = 2kTτ/I,  b = I/(2kTτ²) = 1/(Γτ).

Collisions are called frequent when b ≫ 1: a rotor of thermal speed then turns through a small angle between collisions.

**(a) Find the dipole correlation of rotors that all have the same speed ω. What does it become when ωτ ≪ 1?**

During a free flight of duration r that starts from the axis u₀, the axis moves on a great circle,

u(r) = u₀ cos ωr + e sin ωr,

where e is the unit vector along the initial velocity of the axis tip, so e·u₀ = 0. After a collision e is uniform on the circle normal to the current axis, whatever happened before, and its mean is zero. The mean axis at the end of the flight is therefore the axis at its start times cos ωr. The flight that begins at t = 0 contributes the same factor, because e·u(0) = 0. A history with flight durations r₀, r₁, …, rₙ then has the mean correlation

cos ωr₀ · cos ωr₁ · … · cos ωrₙ.

The Poisson process gives this history the probability density τ⁻ⁿ exp(−t/τ), where t is the sum of the durations. The sum over histories is a sum of repeated convolutions, which a Laplace transform turns into powers. The factor exp(−t/τ) shifts the transform variable from s to p = s + 1/τ, and one flight gives

g = ∫₀^∞ exp(−pr) cos ωr dr = p/(p² + ω²).

For s > 0 we have g ≤ 1/p < τ, so the geometric series over the number of collisions converges:

F(s) = g + g²/τ + g³/τ² + … = g/(1 − g/τ) = p/(p² + ω² − p/τ).

Since p² − p/τ = p(p − 1/τ) = ps,

F(s) = (s + 1/τ)/(s² + s/τ + ω²).

This is the transform of a damped oscillator. Transforming C″ + C′/τ + ω²C = 0 with C(0) = 1 and C′(0) = 0 gives (s² + s/τ + ω²)F = s + 1/τ, the same F. At fixed speed, therefore,

C_ω″ + C_ω′/τ + ω²C_ω = 0,  C_ω(0) = 1,  C_ω′(0) = 0.

To solve it, put y = ω²τ² and try exp(−λt/τ). This requires λ² − λ + y = 0, with roots

λ₋ = [1 − √(1 − 4y)]/2,  λ₊ = [1 + √(1 − 4y)]/2,

so that λ₊ + λ₋ = 1 and λ₊λ₋ = y. The combination that satisfies both initial conditions is

C_ω(t) = [λ₊ exp(−λ₋t/τ) − λ₋ exp(−λ₊t/τ)]/(λ₊ − λ₋).

It equals 1 at t = 0, and its initial slope is proportional to −λ₊λ₋ + λ₋λ₊ = 0. For y > 1/4 the roots are complex and the correlation oscillates.

For y ≪ 1 the slow root is λ₋ = y + y² + …, the slow amplitude is close to 1, and the fast term has an amplitude of order y. Hence

C_ω(t) ≈ exp(−ω²τt).

The neglected part of the exponent, y²t/τ, must also be small. The rate agrees with a random walk of the axis. One flight turns it through a mean square angle ω²⟨r²⟩ = 2ω²τ², or 2ω²τ per unit time. Diffusion on a sphere gives 4D per unit time, so D = ω²τ/2, and the dipole correlation decays at the rate 2D = ω²τ. Each speed class relaxes exponentially, with its own rate.

**(b) Average over the thermal distribution of speeds for frequent collisions. Which rotors carry the correlation at late times?**

A linear rotor has two angular velocity components, both normal to u. Each is Gaussian with variance kT/I, so the distribution of the speed is

P(ω)dω = (I/kT) ω exp(−Iω²/2kT) dω.

With x = Iω²/(2kT) we have dx = (I/kT)ω dω, and the weight becomes exp(−x)dx on x > 0. The relaxation rate in the new variable is

ω²τ = (2kT/I)xτ = Γx.

Collisions never change x, so each rotor keeps its rate throughout the decay. The average must be taken over the exponentials and not over the rates:

C(t) = ∫₀^∞ exp(−x) exp(−Γtx) dx = 1/(1 + Γt) = 1/(1 + 2kTτt/I).

The decay is algebraic. Had each rotor sampled all speeds during the decay, its rate would have averaged to Γ⟨x⟩ = Γ, and the result would have been the Debye exponential exp(−Γt). The two laws share the initial slope −Γ of the coarse-grained decay and then separate. The instantaneous rate here is

−d ln C/dt = Γ/(1 + Γt),

which falls steadily as the fast rotors drop out of the correlation.

The integrand shows which rotors are left. At time t the correlation is distributed over x as exp[−x(1 + Γt)], with mean x = 1/(1 + Γt). The surviving correlation therefore belongs to rotors of mean kinetic energy

kT/(1 + Γt).

The rotors as a whole do not cool; the slow rotors are simply the last to forget their direction.

The area under the decay curve up to a time t₁ is

∫₀^{t₁} C dt = ln(1 + Γt₁)/Γ.

It grows without limit, so this model has no finite integral relaxation time.

**(c) How large is the error of the averaged law at finite b? Does the late tail need frequent collisions?**

Write θ = t/τ and q = Γt = θ/b. Since x = by, the thermal weight is b exp(−by)dy. For 0 < y < 1/4 use the slow root λ = λ₋ as the variable. Then

y = λ − λ²,  dy = (1 − 2λ)dλ,  λ₊ = 1 − λ,  λ₊ − λ₋ = 1 − 2λ.

The amplitude of the slow term times dy is (1 − λ)dλ, because the factor 1 − 2λ cancels. The slow part of C is thus

S = b ∫₀^{1/2} (1 − λ) exp[−b(λ − λ²) − λθ] dλ.

For b ≫ 1 the important λ are of order 1/(b + θ), so bλ² is small and

(1 − λ)exp(bλ²) ≈ 1 − λ + bλ².

The upper limit may be moved to infinity with an exponentially small error. With D = b + θ = b(1 + q) and ∫₀^∞ λⁿ exp(−Dλ)dλ = n!/Dⁿ⁺¹,

S ≈ b[1/D − 1/D² + 2b/D³]
= 1/(1 + q) + (1/b)[−(1 + q) + 2]/(1 + q)³
= 1/(1 + q) + (1/b)(1 − q)/(1 + q)³.

The fast term is −y exp(−θ) to leading order while θ ≪ b, and ⟨y⟩ = ⟨x⟩/b = 1/b. When θ is no longer small against b, this term is exponentially small anyway. Rotors with y > 1/4 have total weight exp(−b/4). Therefore

C(t) ≈ 1/(1 + q) + (1/b)[(1 − q)/(1 + q)³ − exp(−θ)].

The bracket lies between −1 and 1, so to this order the absolute error of the simple law is below 1/b. For times of order τ, expansion in the small quantity q gives

C(t) ≈ 1 − [θ − 1 + exp(−θ)]/b.

This starts as 1 − θ²/(2b) = 1 − kTt²/I, the quadratic onset of free rotation. The linear slope −Γ appears once several collisions have occurred.

The tail is a separate question: b is now fixed, of any size, and θ → ∞. The integral S is then governed by λ of order 1/θ, where

(1 − λ)exp(−bλ + bλ²) = 1 − (1 + b)λ + O(λ²).

Hence

C(t) = (b/θ)[1 − (1 + b)/θ + O(1/θ²)].

The fast terms and the oscillating rotors do not alter this, because their contributions fall at least as fast as (1 + θ/2)exp(−θ/2). The leading tail is

C(t) → bτ/t = I/(2kTτt)

at any finite collision rate. Frequent collisions are needed for the full law 1/(1 + Γt), but not for its tail: however rare the collisions, some rotors are slow enough to turn little between them. For b = 0.5 and t = 4000τ the formula predicts Ct/(bτ) = 1 − 1.5/4000 = 0.999625. Direct quadrature over the speeds gives 0.999625.

**(d) What dielectric loss follows, and how does it differ from a Debye peak?**

For independent dipoles in classical linear response, the polarization left after a small field is switched off decays as C(t). With the time factor exp(iΩt) and the static orientational susceptibility χ₀,

χ(Ω)/χ₀ = ∫₀^∞ (−dC/dt) exp(−iΩt) dt = 1 − iΩ ∫₀^∞ C(t) exp(−iΩt) dt,

where the second form follows by parts from C(0) = 1. Writing χ = χ′ − iχ″, the normalized loss is L = χ″/χ₀ = Ω∫₀^∞ C cos Ωt dt. With z = Ω/Γ and the algebraic law,

L(z) = z ∫₀^∞ cos(zq)/(1 + q) dq.

The substitution v = 1 + q turns ∫₀^∞ exp(−izq)/(1 + q)dq into exp(iz)∫₁^∞ exp(−izv)/v dv, so

L(z) = z Re[exp(iz)E₁(iz)],

where E₁ is the exponential integral. The Debye law gives z/(1 + z²).

At low frequency E₁(iz) = −γ_E − ln z − iπ/2 + O(z), with γ_E ≈ 0.577. Multiplying by exp(iz) ≈ 1 + iz and taking the real part,

L(z) ≈ z[ln(1/z) − γ_E + πz/2].

The loss is larger than the Debye value z by a factor that grows logarithmically. At z = 0.01 the bracket is 4.605 − 0.577 + 0.016 = 4.044, equal to the computed ratio of the two losses. The static response is still finite, since ΩĈ, with Ĉ the integral of C exp(−iΩt), vanishes as Ω → 0.

For z ≫ 1 integration by parts gives

∫₀^∞ cos(zq)/(1 + q) dq = (1/z)∫₀^∞ sin(zq)/(1 + q)² dq ≈ 1/z²,

so L ≈ 1/z, which is also the Debye wing. The ratio of the two losses thus departs most from 1 on the low-frequency side, where the slow rotors respond. The absolute difference is largest near the Debye peak, where the algebraic law gives the smaller loss. This wing holds for 1 ≪ z ≪ b; at Ωτ of order 1 the inertial onset found in (c) enters.

The maximum of L is 0.348 at z = 0.77, against 0.5 at z = 1 for Debye. The full width at half height is 1.74 decades, against 1.14.

**(e) Let a fraction ε of the collisions also redraw the speed from the thermal distribution. When does the algebraic decay survive?**

Speed redraws occur at the rate κ = ε/τ, and the other collisions at the rate (1 − ε)/τ. Between redraws the result of (a) applies with this reduced collision rate, multiplied by the probability exp(−κt) that no redraw has occurred. In the transform of (a), s becomes s + κ and 1/τ becomes (1 − ε)/τ; their sum is s + 1/τ. The speed average is

H(s) = ⟨(s + 1/τ)/[(s + κ)(s + 1/τ) + ω²]⟩.

A redraw makes both the new speed and the new direction independent of the past, so the correlation factorizes there, and

F = H + κH² + κ²H³ + … = H/(1 − κH).

For frequent collisions and |s| ≪ 1/τ, replace s + 1/τ by 1/τ and use ω²τ = Γx:

H ≈ ∫₀^∞ exp(−x)/(s + κ + Γx) dx = (1/Γ) exp(Y)E₁(Y),  Y = (s + κ)/Γ.

A late exponential exp(−Rt) corresponds to a pole at s = −R, where κH = 1. Since κ/Γ = εb,

exp(Y)E₁(Y) = 1/(εb),  R = κ − ΓY.

The left side falls from infinity to zero as Y grows, so there is one positive solution. Its two limits are these.

If εb ≫ 1, then Y is large and exp(Y)E₁(Y) ≈ 1/Y − 1/Y². This gives εb ≈ Y + 1, hence R ≈ Γ(εb − Y) ≈ Γ. Each rotor samples many speeds during the decay, and the Debye exponential returns.

If εb ≪ 1, then Y is small and E₁(Y) ≈ −ln Y − γ_E. This gives Y ≈ exp[−1/(εb) − γ_E], which is negligible, and R ≈ κ. The algebraic law then holds while κt ≪ 1. Around κt = 1 the decay is, to leading order in εb, exp(−κt)/(1 + Γt), so the survival factor exp(−κt) cuts the tail off. The correction from redrawn rotors is of relative order εb ln[1/(εb)] and fades slowly: for the b ≈ 64.15 of part (f) the decay at κt = 1 is 1.07 times this product at ε = 10⁻⁴ (εb = 0.0064) and 1.43 times at ε = 10⁻³ (εb = 0.064). The pure exponential of the pole has an exponentially small amplitude in this limit and takes over only much later.

The condition for the algebraic law is therefore ε ≪ 1/b. It is not enough that a typical collision preserves the speed: the speed must survive the roughly b collisions that occur within the time 1/Γ = bτ.

**(f) Evaluate the results for I = 80 u Å², T = 300 K and τ = 0.05 ps, and judge whether a real solution could show them.**

These are round parameters, roughly in the range of a small linear polar molecule such as carbonyl sulfide, dilute in a dense nonpolar liquid. The root-mean-square angular speed √(2kT/I) is 2.497 rad/ps, so

Γ = (2.497 ps⁻¹)² × 0.05 ps = 0.312 ps⁻¹,  1/Γ = 3.21 ps,
b = 3.207 ps/0.05 ps ≈ 64.

The decay at four times, from the full average over damped oscillators, the algebraic law and the Debye exponential, is:

t = 1 ps: 0.767, 0.762, 0.732
t = 3 ps: 0.517, 0.517, 0.392
t = 10 ps: 0.242, 0.243, 0.044
t = 100 ps: 0.0311, 0.0311, 3 × 10⁻¹⁴

The largest absolute difference between the first two on the time grid examined is 0.013, below 1/b = 0.016. At t = τ the short-time formula gives 1 − 0.368/64.15 = 0.9943, and so does the full average. The correlation falls to 0.01 at 99/Γ = 318 ps; the exponential reaches this value at 4.605/Γ = 14.8 ps. At Γt = 10 the surviving rotors have a mean energy of 0.0906 kT, close to the predicted kT/11 = 0.0909 kT.

A simulation of 40,000 random three-dimensional trajectories, with collisions as defined at the start, gives C = 0.497 ± 0.003 at Γt = 1 and 0.252 ± 0.003 at Γt = 3 (one standard error). The full average gives 0.500 and 0.250, while exp(−3) is 0.050.

The loss peak lies at 38 GHz with the algebraic law and at 39 GHz with the full average. The Debye peak for the same Γ is at 50 GHz.

Speed exchange changes this picture quickly. With I, T and τ held fixed, the values of C at Γt = 3 and the late rates from the equation in (e) are:

ε = 0.001: C = 0.238, R = 0.064Γ
ε = 0.01: C = 0.166, R = 0.46Γ
ε = 0.1: C = 0.069, R = 0.88Γ
ε = 1: C = 0.051, R = 0.98Γ

For ε = 0.1 the slope of the full decay between Γt = 6 and 8 gives 0.89Γ, so the leading-order rate equation is adequate here. At ε = 1 the terms it drops, of relative order 1/b, raise the late rate from the listed 0.98Γ to 1.00Γ. For ε = 0.001 the listed R is a limit that is approached slowly: at Γt = 10 the instantaneous rate is still 0.14Γ, because the algebraic factor continues to contribute. At Γt = 3, one redraw in ten collisions already removes about 90% of the difference from Debye decay; at earlier times the share is smaller.

In a real liquid the preserved speed is the assumption most in doubt. A torque impulse adds a vector to the angular momentum and in general changes its length as well as its direction, whereas the algebraic law here needs ε well below 0.016. If every collision redraws the speed, C at Γt = 3 drops from 0.25 to 0.05. Instantaneous collisions are also doubtful. For a molecular mass of 60 u and a force range of 0.03 nm, both rough, a collision lasts about 0.15 ps, three times τ. Collisions then overlap, and τ can be read at best as an effective memory time of the angular velocity; the size of the resulting change in C is not determined here. The numbers above show what M-diffusion implies and do not predict a long tail in such a solution.

Even with perfect speed preservation the tail would not continue indefinitely, because it relies on ever slower rotors. The quantum parameter ħ²/(2IkT) is only 0.001, but the speeds that matter at time t satisfy ω²τt ≈ 1, and they fall to ħ/I at about 3 ns, where classical rotation fails. For a dipole of 0.7 D and 10²⁰ solute molecules per cm³, the dipole coupling between neighbours is about 0.001 kT without screening by the solvent. It matches the kinetic energy of the surviving rotors at about 3 ns as well, or at about 5 ns if a solvent permittivity of 2 halves it. A measuring field of 0.01 MV/cm gives a dipole energy of 0.0006 kT, small for thermal rotors though not for the very slowest. These are estimates of scale. They place the end of the ideal tail at nanoseconds, far later than the cutoff by speed exchange unless ε is extremely small. The remaining values are in the numerical output.

Calculated quantities

```
moment of inertia I = 80 u angstrom^2 = 1.3284e-45 kg m^2
temperature = 300 K, tau = 0.05 ps
rms angular speed = 2.497 rad/ps
b = I/(2kT tau^2) = 64.15, 1/b = 0.0156
Gamma = 0.3118 1/ps, 1/Gamma = 3.207 ps
t (ps): C full model, 1/(1+Gamma t), exp(-Gamma t)
    0.05: 0.99428, 0.98465, 9.845e-01
    1.00: 0.76735, 0.76232, 7.321e-01
    3.00: 0.51684, 0.51670, 3.924e-01
   10.00: 0.24237, 0.24284, 4.425e-02
   30.00: 0.09647, 0.09658, 8.664e-05
  100.00: 0.03106, 0.03108, 2.878e-14
largest |full - algebraic| on grid = 0.01330
time to C=0.01: full 317.5 ps, exponential 14.8 ps
trajectories at Gamma t = 1, 3: C, standard error, full model
  eps=0:   0.4972, 0.0025, 0.5000
  eps=0.1: 0.4107, 0.0024, 0.4101
  eps=0:   0.2518, 0.0029, 0.2495
  eps=0.1: 0.0691, 0.0029, 0.0695
tail test b=0.5, t=4000 tau: C t/(b tau) = 0.999625
energy of surviving rotors at Gamma t=10: 0.0906 kT
Gamma * integral of C to Gamma t=100: 4.6153; ln(101)=4.6151
loss peak: frequency/Gamma, GHz, height, full half-height width (decades)
  algebraic: 0.7705, 38.23, 0.3479, 1.740
  full model: 0.7916, 39.28, 0.3514, 1.750
  Debye: 1.0000, 49.62, 0.5000, 1.144
loss ratio algebraic/Debye at z=0.01: 4.044
speed exchange eps: eps*b, C at Gamma t=1, 3, 10, late rate/Gamma
  0.001: 0.064, 0.4976, 0.2375, 6.39e-02, 0.0641
  0.010: 0.641, 0.4792, 0.1664, 6.21e-03, 0.4591
  0.100: 6.415, 0.4101, 0.0695, 1.39e-04, 0.8770
  1.000: 64.145, 0.3735, 0.0505, 4.60e-05, 0.9849
late rate/Gamma from decay slope, eps=0.1: 0.8878
quantum: hbar^2/(2I kT) = 1.01e-03, tail limit about 3174 ps
inputs: dipole 0.7 D, solute density 1e+20 cm^-3
dipole coupling/kT = 1.18e-03; equals slow-rotor energy at 2708 ps
field 0.01 MV/cm: dipole energy/kT = 5.64e-04
collision inputs: mass 60 u, force range 0.03 nm
collision duration = 0.147 ps, over tau = 2.94
```
